\section*{Double-gate film electrostatics across the trigonometric and hyperbolic regimes}

\section{A boundary that the film does not notice}

A 10 nm undoped silicon film has gate 1 held at 0.8 V while gate 2 is raised. At $V_2=0.4077$ V the closed-form potential changes from hyperbolic to trigonometric functions. Yet the constant $\lambda$ that selects between them passes through zero with slope $-40.59\ \mathrm{V^{-1}}$ just below this bias and $-40.57\ \mathrm{V^{-1}}$ just above it, as measured with steps of 0.1 mV. The slopes agree to 0.05\%. Nor does a potential minimum appear there: it enters the film only at $V_2=0.4663$ V. The boundary belongs to the way the solution is written, and a solver should be able to cross it without a decision.

Let $x$ run from gate 1 to gate 2 across a film of thickness $T$, with oxides $t_1$ and $t_2$. The film holds Boltzmann electrons, with no dopants, holes or interface charge. Their quasi-Fermi potential $V$ is constant across the film. The potential $\phi$ is zero where, at $V=0$, the electron density is $n_i$. With $v_t=k_BT_{\rm abs}/q$, $\psi=(\phi-V)/v_t$ and $\xi=x/T$, Poisson's equation $\epsilon_s\,d^2\phi/dx^2=qn$ becomes
\begin{equation}
\psi''=\kappa e^{\psi},\qquad \kappa=\frac{qn_iT^2}{\epsilon_s v_t},
\label{poisson}
\end{equation}
where primes on $\psi$ mean $d/d\xi$. Continuity of displacement at the two surfaces gives
\begin{equation}
\psi'(0)=-r_1(g_1-\psi_0),\quad \psi'(1)=r_2(g_2-\psi_1),\quad r_i=\frac{\epsilon_{ox}T}{\epsilon_s t_i}.
\label{bc}
\end{equation}
Here $\psi_0,\psi_1$ are the surface values and $g_i$ is the gate voltage, less its flat-band voltage and $V$, divided by $v_t$. The signs differ because the film lies on opposite sides of the two oxides.

\section{What fails in the two-branch solution}

Multiplying \eqref{poisson} by $2\psi'$ makes both sides derivatives, so
\begin{equation}
\psi'^2=2\kappa e^{\psi}+4\lambda
\label{first}
\end{equation}
with $\lambda$ constant. It is natural to write $\lambda=\pm\omega^2$ and integrate again. For a falling potential this gives
\begin{equation}
e^{-\psi/2}=\sqrt{\frac{\kappa}{2}}\,\frac{\sinh\omega(\xi+\delta)}{\omega}
\quad\text{or}\quad
\sqrt{\frac{\kappa}{2}}\,\frac{\sin\omega(\xi+\delta)}{\omega},
\end{equation}
and \eqref{bc} then fixes $\omega$ and $\delta$. The sign must be chosen before the search. Worse, both expressions are even in $\omega$, so their derivatives with respect to $\omega$ vanish at $\omega=0$. The Jacobian of a Newton search in $(\omega,\delta)$ is singular at the boundary, and no real $\omega$ leads from one branch to the other. The remedy is to keep the squared constant $\lambda$, with its sign, as the variable.

The substitution $u=e^{-\psi/2}$ shows why this works. Since $u'=-\tfrac12\psi'u$,
\begin{equation}
u''=-\tfrac12\psi''u-\tfrac12\psi'u'
=\left(-\tfrac12\kappa e^\psi+\tfrac14\psi'^2\right)u=\lambda u,
\label{linear}
\end{equation}
where the last step uses \eqref{first}. Also $u'^2=\tfrac14\psi'^2u^2=\kappa/2+\lambda u^2$, because $e^\psi u^2=1$. The equation for $u$ is linear, and its solutions are power series in $\lambda$. Define
\begin{equation}
c(z)=\sum_{k\ge0}\frac{z^k}{(2k)!},\qquad
s(z)=\sum_{k\ge0}\frac{z^k}{(2k+1)!}.
\end{equation}
These are entire functions. They equal $\cosh\sqrt z$ and $\sinh\sqrt z/\sqrt z$ for $z>0$, and $\cos\sqrt{-z}$ and $\sin\sqrt{-z}/\sqrt{-z}$ for $z<0$. Term by term, $c(\lambda\xi^2)$ and $\xi s(\lambda\xi^2)$ solve $u''=\lambda u$, with initial values $(1,0)$ and $(0,1)$ for function and slope. With $p=\psi'(0)$, so that $u'(0)=-\tfrac12pu_0$,
\begin{equation}
\frac{u(\xi)}{u_0}=c(\lambda\xi^2)-\frac p2\,\xi\,s(\lambda\xi^2).
\end{equation}

\section{One unknown instead of two}

Choose $\psi_0$ as the unknown. Equations \eqref{bc} and \eqref{first} give
\begin{equation}
p=-r_1(g_1-\psi_0),\qquad \lambda=\tfrac14\left(p^2-2\kappa e^{\psi_0}\right).
\end{equation}
With $c$ and $s$ evaluated at $\lambda$, the far surface follows from
\begin{align}
R&=\frac{u(1)}{u_0}=c-\frac p2s, & S&=\frac{u'(1)}{u_0}=\lambda s-\frac p2c,\\
\psi_1&=\psi_0-2\ln R, & \psi'(1)&=-\frac{2S}{R}.
\end{align}
What remains is the boundary condition at gate 2:
\begin{equation}
F(\psi_0)=\psi'(1)-r_2(g_2-\psi_1)=0.
\label{F}
\end{equation}

Newton's method needs $F'$. Differentiating the series gives $dc/dz=s/2$. Comparing coefficients gives $2z\,ds/dz+s=c$, hence $s_z\equiv ds/dz=(c-s)/(2z)$, which tends to $1/6$ at $z=0$. Near zero this quotient subtracts nearly equal numbers, so the series is summed for $|z|<0.5$; that changes the arithmetic, not the function. With a dot for $d/d\psi_0$, $\dot p=r_1$ and
\begin{align}
\dot\lambda&=\tfrac12(r_1p-\kappa e^{\psi_0}),\label{lamdot}\\
\dot R&=\tfrac12(s-ps_z)\dot\lambda-\tfrac12r_1s,\\
\dot S&=\left[\tfrac12(s+c)-\tfrac14ps\right]\dot\lambda-\tfrac12r_1c,\\
F'&=-2\left(\frac{\dot S}{R}-\frac{S\dot R}{R^2}\right)+r_2\left(1-\frac{2\dot R}{R}\right).
\end{align}
The bracket in $\dot S$ uses $d(\lambda s)/d\lambda=s+\lambda s_z=\tfrac12(s+c)$.

\section{Excluding false solutions}

The logarithm requires $R>0$, but that is not enough. In the example, a start at $\psi_0=22.188$ gives $u(1)>0$, yet $\psi$ diverges at $\xi=0.44$: $u$ has changed sign twice. The correct condition is that $u>0$ throughout the film, which holds if and only if
\begin{equation}
\lambda>-\pi^2\quad\text{and}\quad R>0.
\label{adm}
\end{equation}

For sufficiency, write the solution through its end values:
\begin{equation}
u(\xi)=\frac{u_0(1-\xi)\,s(\lambda(1-\xi)^2)+u_1\,\xi\,s(\lambda\xi^2)}{s(\lambda)}.
\label{profile}
\end{equation}
Each term solves the linear equation and vanishes at one end. For $\lambda>-\pi^2$ every $s$ here is positive, so positive end values give a positive $u$. For necessity, multiply $u''=\lambda u$ by $\sin\pi\xi$ and integrate by parts twice:
\begin{equation}
\pi(u_0+u_1)=(\pi^2+\lambda)\int_0^1u\sin\pi\xi\,d\xi .
\end{equation}
If $u>0$, the left side and the integral are positive, and therefore $\lambda>-\pi^2$.

\section{Why the search cannot pick a wrong root}

Let $\eta=\partial\psi/\partial\psi_0$ along the solution started at surface 1. Differentiating \eqref{poisson} and the initial data gives
\begin{equation}
\eta''=\kappa e^\psi\eta,\qquad \eta(0)=1,\quad\eta'(0)=r_1 .
\end{equation}
Thus $\eta$ stays positive and its slope never falls, so $\eta'(1)\ge r_1$ and $\eta(1)\ge1+r_1$. Hence
\begin{equation}
F'=\eta'(1)+r_2\eta(1)\ge r_1+r_2(1+r_1)>0 .
\end{equation}
The second derivative $\zeta=\partial^2\psi/\partial\psi_0^2$ obeys $\zeta''=\kappa e^\psi(\zeta+\eta^2)$ with $\zeta(0)=\zeta'(0)=0$. Its source is positive, so $\zeta$ and $\zeta'$ are nonnegative and $F''\ge0$.

Raising $\psi_0$ raises the whole profile, so the admissible starts form an interval extending to $-\infty$. It ends at a finite value, because $\kappa e^{\psi_0}$ eventually outgrows $p^2$ and drives $\lambda$ below $-\pi^2$. At $\lambda=-\pi^2$ one has $R=-1$, so $R$ reaches zero first. There $u'(1)^2=\kappa/2\neq0$, and both $\psi_1$ and $\psi'(1)$ diverge to $+\infty$. Towards $-\infty$, $F$ falls without limit because $F'$ has a positive lower bound. Therefore \eqref{F} has one and only one root. In the example the interval ends at $\psi_0=21.998$, just below the false start.

Now label the gates so that $g_1\ge g_2$. Without charge the potential is linear, and the drops across oxide 1, film and oxide 2 are $-p/r_1$, $-p$ and $-p/r_2$. Their sum is $g_1-g_2$, so
\begin{equation}
p_L=-\frac{g_1-g_2}{1+1/r_1+1/r_2},\qquad \psi_{0L}=g_1+\frac{p_L}{r_1}.
\end{equation}
Started from $\psi_{0L}$, the charged film has the same initial slope but positive curvature. It ends higher than the line and with an algebraically larger slope, so $F>0$, or it meets a pole. Either way $\psi_{0L}$ lies above the root. The search starts there and steps down by doubling distances while \eqref{adm} fails. It then applies Newton's method, replacing any step that leaves the known bracket or fails \eqref{adm} by a bisection or, if no lower bound is known yet, by another downward step. Once $F>0$ at an admissible point, convexity makes the Newton iterates descend monotonically to the root in exact arithmetic.

The labelling also protects the digits. Suppose $p>0$. Then $\psi_0>g_1$. Since $\psi'$ increases, $\psi_1>\psi_0$ and $\psi'(1)>0$, so $g_2>\psi_1>g_1$, a contradiction. Hence $p\le0$, and for $\lambda\ge0$ the ratio $R=c+\tfrac12|p|s$ is a sum of positive terms. From the lower gate it would be a difference. At $V_2=-0.6$ V, $\sqrt\lambda=12.2$ and each term is about $10^5$, whereas their difference must be $e^{-12.2}\approx5\times10^{-6}$. Ten digits are lost: the rounding error of the far $\psi$ is $2\times10^{-6}$ from the lower gate and $1.3\times10^{-15}$ from the higher one. For $-\pi^2<\lambda<0$, $|c|\le1$ and no exponentially large terms arise.

As a test, the potential was compared with a 65-point Chebyshev solution of \eqref{poisson} and \eqref{bc} in 40 random cases. Gate voltages lay between $-0.6$ and 1.0 V and $r_i$ between 0.4 and 2.5, at the $\kappa$ of the example. Seven cases were trigonometric and 33 hyperbolic. The largest difference in $\psi$ was $2.7\times10^{-11}$, and no case needed more than 19 evaluations.

\section{Charge and the regime boundary}

The integrated charge needs no quadrature. Let $w=\xi s(\lambda\xi^2)$. Since $u$ and $w$ obey the same linear equation, $w'u-wu'$ is constant and equals its value $u_0$ at $\xi=0$. Therefore $(w/u)'=u_0/u^2$, and
\begin{equation}
\kappa\int_0^1e^\psi d\xi=\kappa\int_0^1\frac{d\xi}{u^2}
=\frac{\kappa s(\lambda)}{u_0u_1}=\kappa s(\lambda)e^{(\psi_0+\psi_1)/2}.
\label{charge}
\end{equation}
Multiplication by $\epsilon_sv_t/(qT)$ gives the electron sheet density $N$.

At fixed $g_1$, differentiating \eqref{F} gives $d\psi_0/dg_2=r_2/F'>0$. By \eqref{lamdot} and $p\le0$, $\lambda$ falls as $\psi_0$ rises. So $\lambda$ decreases strictly with $g_2$ up to $g_2=g_1$ and can vanish at one bias at most in that range. Above $g_1$ the gates exchange roles and a second zero is possible: for $V_1=0.3$ V, $\lambda$ vanishes at $V_2=0.294$ and at 0.307 V. At $\lambda=0$ the slope magnitude is $y=-\psi'=\sqrt{2\kappa}\,e^{\psi/2}$. Inserting $\psi_0=2\ln(y_0/\sqrt{2\kappa})$ in $g_1=\psi_0+y_0/r_1$ and exponentiating half of it gives
\begin{equation}
\frac{y_0}{2r_1}e^{y_0/(2r_1)}=\frac{\sqrt{2\kappa}\,e^{g_1/2}}{2r_1},
\qquad y_0=2r_1W\!\left(\frac{\sqrt{2\kappa}\,e^{g_1/2}}{2r_1}\right),
\end{equation}
with $W$ the Lambert function. Here $u=u_0(1+\tfrac12y_0\xi)$ is linear and $y=2u'/u$, so
\begin{equation}
y_1=\frac{y_0}{1+y_0/2},\qquad
g_2^*=2\ln\frac{y_1}{\sqrt{2\kappa}}-\frac{y_1}{r_2}.
\end{equation}
Below $g_2^*$ the solution is hyperbolic; between $g_2^*$ and $g_1$ it is trigonometric.

\section{Reading the example}

The oxides are 1.5 and 2.5 nm thick, the gates are midgap, $V=0$, the temperature is 300 K and $n_i=10^{10}\ \mathrm{cm^{-3}}$. Then $v_t=25.852$ mV, $\kappa=5.9825\times10^{-8}$, $r_1=2.2222$ and $r_2=1.3333$. With $g_1=0.8/0.025852=30.95$, the argument of $W$ is 408 and $W=4.506$. Hence $y_0=20.03$, $y_1=20.03/11.015=1.818$ and $g_2^*=17.13-1.36=15.77$, or 0.408 V. With $V_1$ held at 0.8 V:
\begin{center}
\begin{tabular}{rrrrr}
$V_2$ (V) & $\lambda$ & $\phi_1$ (V) & $\phi_2$ (V) & $N$ ($10^{12}$ cm$^{-2}$)\\
$-0.600$ & 149.3 & 0.507 & $-0.126$ & 0.130\\
0.000 & 35.9 & 0.558 & 0.232 & 1.47\\
0.408 & 0.0 & 0.567 & 0.443 & 3.04\\
0.800 & $-6.36$ & 0.568 & 0.548 & 5.50
\end{tabular}
\end{center}
Here $\phi_1,\phi_2$ are the potentials at the surfaces facing gates 1 and 2. At the boundary $s=1$ and \eqref{charge} gives $5.98\times10^{-8}e^{19.534}=18.2$. Multiplied by the unit $1.67\times10^{11}\ \mathrm{cm^{-2}}$, this is the tabulated $3.04\times10^{12}\ \mathrm{cm^{-2}}$.

The first row is close to the charge-free limit. If $\kappa e^{\psi_0}$ is negligible, $\lambda=p^2/4$, $R=e^{|p|/2}$ and $\psi_1=\psi_0-|p|$, a straight line. Here the slope magnitude falls only from 25.2 to 24.4 across the film.

The last row approaches the opposite limit. Where a minimum exists, \eqref{first} gives $\kappa e^{\psi_{\min}}=-2\lambda<2\pi^2$. The potential minimum therefore stays below $v_t\ln(2\pi^2/\kappa)=0.507$ V at any gate voltage; at $V_2=0.8$ V it is 0.496 V. The minimum enters at surface 2 when $\psi'(1)=0$, hence $g_2=\psi_1$ and $\lambda=-\tfrac12\kappa e^{g_2}$. At 0.4663 V this is $-2.04$. Between 0.408 and 0.466 V the solution is trigonometric but still monotonic.

\section{The model beside a real fin}

The model is meant for a thin silicon fin with two separately biased gates. Of the errors in electron density estimated here, the largest comes from quantum confinement. Levels computed in the classical potential, with hard walls and valley masses 0.92 and 0.19 $m_0$, hold 0.029 of the classical density at $V_2=-0.6$ V and 0.28 at the boundary. Restoring the density would take potential shifts of 91 and 33 mV. These numbers are for (100) walls. For (110) walls, common in fins, the ratios are 0.012 and 0.25 and the shifts 114 and 36 mV; a finite 3.1 eV barrier at (100) walls lowers the shifts to about 82 and 29 mV. The estimates are not self-consistent: at fixed gate voltages a Schr\"odinger--Poisson solution with hard (100) walls keeps 0.74 of the classical sheet density at the boundary. Fermi degeneracy is smaller. At the boundary the classical surface density is $3.4\times10^{19}\ \mathrm{cm^{-3}}$, which implies a local shift of 11 mV at the surface but only about 4 mV for the sheet density. It does not add to the confinement shift: the lowest level lies 69 meV above the Fermi level, and Fermi statistics raise the 33 mV only to about 35 mV. These shifts measure errors in the density at a fixed potential. They are not corrections to the boundary voltage, because the potential readjusts when the charge changes. The value 0.408 V therefore belongs to classical Boltzmann electrons. At 85\,$^\circ$C, with $n_i$ scaled for a fixed gap of 1.12 eV, the model itself moves it to 0.375 V; letting the gap shrink with temperature raises $n_i$ by about 30\% and gives 0.367 V.

Other omissions were estimated separately. Residual doping of $10^{15}\ \mathrm{cm^{-3}}$ bends the potential inside the film by 0.02 mV and, with the drops across the oxides, shifts it by about 0.06 mV at $V_2=-0.6$ V. Holes reach $1.3\times10^{12}\ \mathrm{cm^{-3}}$ at surface 2 for $V_2=-0.6$ V, which is negligible, but a sufficiently negative gate would accumulate them and invalidate \eqref{poisson}. The oxide fields at that bias, just under 2 MV/cm, are well below breakdown, roughly 10 MV/cm. Tunnelling through oxide 1 at the boundary is of order $0.1\ \mathrm{A/cm^2}$ for a 3.1 eV barrier and an oxide mass of 0.5 $m_0$ (0.06 from the ground-level attempt rate and the full barrier, about twice that when summed over levels); a mass of 0.4 $m_0$ would raise it about sevenfold. With mobile charge neglected, source and drain disturbances decay over 6.2 nm, leaving from each contact a factor of about 0.008 at the middle of a 60 nm gate but $e^{-10/6.2}=0.2$ for a 20 nm gate. Equal disturbances from both contacts add, to about 0.02 at 60 nm and 0.4 at 20 nm, where a one-dimensional treatment is no longer safe. The remaining biases are in the numerical output.

\section*{Computed results}
\begin{verbatim}
film 10.0 nm, oxides 1.5 and 2.5 nm
relative permittivities: film 11.7, oxide 3.9
temperature 300 K, thermal voltage 25.852 mV
n_i = 1.0e+10 cm^-3, gate 1 at 0.80 V
kappa = 5.9825e-08, r1 = 2.2222, r2 = 1.3333 (no unit)
sheet density unit eps_s*vt/(q*T) = 1.6715e+11 cm^-2
entire functions: worst scaled error 2.9e-16
random cases: 7 trigonometric, 33 hyperbolic
worst error: psi 2.7e-11, lam 1.2e-11, charge 2.2e-11 (relative)
most evaluations in a random case: 19
largest admissible psi(0) at this gate 1: 21.9980
false start psi(0) = 22.1880: u(1)>0 but pole at xi = 0.4406
V2=-0.6000 V: lam=149.34909, phi1=0.50659 V, phi2=-0.12610 V, N=1.3039e+11 cm^-2, evals=5
V2=-0.3000 V: lam=85.52689, phi1=0.54172 V, phi2=0.05862 V, N=6.1938e+11 cm^-2, evals=6
V2=0.0000 V: lam=35.91791, phi1=0.55841 V, phi2=0.23240 V, N=1.4677e+12 cm^-2, evals=6
V2=0.3000 V: lam=5.66713, phi1=0.56579 V, phi2=0.39329 V, N=2.5609e+12 cm^-2, evals=12
V2=0.4077 V: lam=-0.00000, phi1=0.56701 V, phi2=0.44296 V, N=3.0438e+12 cm^-2, evals=15
V2=0.5000 V: lam=-2.94152, phi1=0.56762 V, phi2=0.47838 V, N=3.5253e+12 cm^-2, evals=10
V2=0.6000 V: lam=-4.75760, phi1=0.56800 V, phi2=0.50830 V, N=4.1241e+12 cm^-2, evals=14
V2=0.8000 V: lam=-6.36464, phi1=0.56833 V, phi2=0.54824 V, N=5.4993e+12 cm^-2, evals=14
lam = 0 at V2 = 0.40771 V (closed form)
d(lam)/dV2 below and above: -40.587, -40.566 V^-1
potential minimum enters the film at V2 = 0.46634 V, lam = -2.0415
rounding error of far psi at V2=-0.6 V: from higher gate 1.3e-15, from lower gate 2.0e-06
valley masses 0.92 and 0.19 m0, Nc = 2.744e+19 cm^-3
confinement, V2=-0.6 V: density ratio 0.029, equivalent shift 91.2 mV
confinement, lam=0: density ratio 0.280, equivalent shift 32.9 mV
confinement, V2=0.8 V: density ratio 0.334, equivalent shift 28.4 mV
surface density at lam=0: 3.352e+19 cm^-3, degeneracy shift 11.0 mV
holes at surface 2, V2=-0.6 V: 1.31e+12 cm^-3
residual doping 1e+15 cm^-3: sheet 1.0e+09 cm^-2, bow 0.019 mV
oxide fields at V2=-0.6 V: 1.96 and 1.90 MV/cm (magnitudes)
tunnelling barrier 3.1 eV, oxide mass 0.5 m0
gate 1 tunnelling at lam=0: transmission 7.0e-09, leakage of order 6e-02 A/cm^2
at 358.15 K (gap 1.12 eV): n_i = 4.39e+11 cm^-3, lam = 0 at V2 = 0.3752 V
source/drain decay length 6.24 nm; factor at middle of 60 nm gate 8.2e-03
\end{verbatim}
